# Janak's Stoner Parameter and Its Weak Dependence on Crystal Structure

A non-magnetic band calculation for a metal leaves a decision to be made: is a spin-polarized calculation needed, and if the same metal is considered in another crystal structure, must its exchange parameter be computed again? Stoner's criterion compares the product $NI$ with one, where $N$ is the density of states at the Fermi level and $I$ an exchange parameter. If $I$ hardly changes between structures, a new $N$ settles most cases. To see when this is safe, we need $I$ as an integral over quantities of the non-magnetic metal.

Take a periodic metal with one atom per cell of volume $\Omega$, without spin–orbit coupling, and consider collinear moments with the period of the lattice. Integrals run over one cell, energies are per cell, and atomic units are used in the algebra. The spin label is $\sigma=\pm1$, the density is $n=n_\uparrow+n_\downarrow$, the spin density is $m=n_\uparrow-n_\downarrow$, and $M=\int m\,d^3r$ is the moment in units of electron spins. A uniform field $h$, measured as an energy, adds $-hM$ to the energy and therefore $-\sigma h$ to the potential of spin $\sigma$.

In the local spin-density approximation (LSDA), $E_{xc}=\int e_{xc}(n,m)\,d^3r$. Since $n_\sigma=(n+\sigma m)/2$, the chain rule gives

$$v_{xc,\sigma}=\frac{\partial e_{xc}}{\partial n}+\sigma\frac{\partial e_{xc}}{\partial m}.$$

Without a field the two spin directions are equivalent, so $e_{xc}$ is even in $m$. Reversing $h$ exchanges the spins, so the response of $m$ is odd in $h$ and that of $n$ is even. To first order in $h$ the charge density stays fixed, and so do the Hartree potential and $\partial e_{xc}/\partial n$. What remains is

$$\delta v_\sigma=-\sigma b,\qquad b(\mathbf r)=h-K(\mathbf r)\,m(\mathbf r),\qquad K=\left.\frac{\partial^2e_{xc}}{\partial m^2}\right|_{m=0}.$$

The kernel $K$ has an exchange and a correlation part. The exchange energy is the sum of separate contributions from the two spins, each equal to half that of an unpolarized gas of density $2n_\sigma=n+\sigma m$:

$$e_x=-\frac C2\left[(n+m)^{4/3}+(n-m)^{4/3}\right],\qquad C=\frac34\left(\frac3\pi\right)^{1/3}.$$

At $m=0$ each bracketed term has second derivative $\frac43\cdot\frac13\,n^{-2/3}$, so the exchange part is $-\frac49Cn^{-2/3}$. For correlation, write the energy per electron as $\varepsilon_c(n,0)+\frac12\alpha_c(n)(m/n)^2$ to second order. Multiplication by $n$ and two derivatives give $\alpha_c/n$. Hence

$$K=-\frac13\left(\frac3\pi\right)^{1/3}n^{-2/3}+\frac{\alpha_c(n)}n .$$

The spin stiffness $\alpha_c$ is positive, so correlation weakens the exchange enhancement. We assume that exchange prevails throughout the cell, so that $K<0$ and $b=h+|K|m$.

We now need the spin density produced by a given $b$. Let $i$ label the orbitals of one spin in the non-magnetic metal, with energies $\varepsilon_i$ and occupations $f_i=f(\varepsilon_i-\mu)$; sums over $i$ are per cell. A density matrix that is a function of the Hamiltonian commutes with it. To first order in $\delta v$ this condition reads

$$(\varepsilon_i-\varepsilon_j)\,\delta\rho_{ij}+(f_j-f_i)\,\delta v_{ij}=0 .$$

With $\delta v_\sigma=-\sigma b$ it gives $\delta\rho_{ij}=\sigma w_{ij}b_{ij}$, where $w_{ij}=(f_i-f_j)/(\varepsilon_j-\varepsilon_i)$, provided the energies differ. When they coincide the condition is empty. Choosing orbitals that diagonalize $\delta v$ within the degenerate set, each level shifts by $\delta v_{ii}$ and, at fixed $\mu$, its occupation changes by $f'(\varepsilon_i-\mu)\,\delta v_{ii}$. So $w_{ij}$ becomes $-f'(\varepsilon_i-\mu)$, which is also the limit of the quotient. The two spins contribute opposite charge changes, so $\mu$ has no first-order shift, and they contribute equally to $m$. We write the result as $m=Xb$, with $X$ a linear integral operator. It is symmetric, and

$$\int b\,Xb\,d^3r=2\sum_{ij}w_{ij}|b_{ij}|^2\ge0,$$

because $f$ falls with energy and every $w_{ij}$ is therefore non-negative.

A uniform $b$ is a special case: it has no matrix elements between different orbitals. The orbitals keep their shape, and only occupations near the Fermi level change:

$$m(\mathbf r)=2b\sum_i(-f_i')\,|\psi_i(\mathbf r)|^2=bN\gamma(\mathbf r),$$

$$N=2\sum_i(-f_i'),\qquad \gamma(\mathbf r)=\frac{\sum_i(-f_i')|\psi_i(\mathbf r)|^2}{\sum_i(-f_i')} .$$

At zero temperature $-f_i'$ becomes $\delta(E_F-\varepsilon_i)$. Thus $N$ is the density of states for both spins together, and $\gamma$ is the density of the Fermi-level states, normalized to $\int\gamma\,d^3r=1$. In operator form, $X1=N\gamma$.

Next comes the energy. Let $G[m]$ be the cost of a small spin density before the spin part of exchange and correlation is counted. A field $b$ sustains the $m$ that minimizes $G[m]-\int bm\,d^3r$, so $\delta G/\delta m=b=X^{-1}m$ and $G=\frac12\int m\,X^{-1}m\,d^3r$, for spin densities that $X$ can produce. The accompanying change of $n$ is of order $m^2$. The energy is stationary in $n$ and, by spin symmetry, has no term bilinear in $\delta n$ and $m$, so this change affects the energy only from order $m^4$. To second order, therefore,

$$E[m]=\frac12\int m\,X^{-1}m\,d^3r-\frac12\int|K|\,m^2\,d^3r-h\int m\,d^3r .$$

Janak's expression follows from giving the spin density the shape produced by a uniform splitting, $m=M\gamma$. Since $X^{-1}\gamma=1/N$, the first term is $\frac12M^2\int\gamma/N\,d^3r=M^2/(2N)$, and

$$E(M)=\frac{M^2}{2N}-\frac{I}{2}M^2-hM,\qquad I=\int|K(\mathbf r)|\,\gamma(\mathbf r)^2\,d^3r .$$

Setting $dE/dM=0$ gives $M(1/N-I)=h$, or

$$\frac Mh=\frac{N}{1-NI}.$$

One factor $\gamma$ says where the moment sits. The other says how strongly the Fermi-level states feel the exchange field there.

The factor of two between conventions can be traced through the splitting. The potentials of the two spins differ by $2|K|m=2|K|M\gamma$, and its average over all Fermi-level states, whose mean density is $\gamma$, is $2IM$; the splitting of a single state can differ from this. If the splitting is written as $I_1M$, then $I_1=2I$. It belongs with the density of states per spin, $N_1=N/2$, and $N_1I_1=NI$. Tabulated values must be used with the matching density of states.

The formula is variational, because the true $m$ need not have the shape $\gamma$. Suppose the paramagnetic state is stable, so that the quadratic part of $E[m]$ is positive. At the true minimum, with moment $M_{\rm full}$, the energy is $-\frac12hM_{\rm full}$; the restricted minimum is $-\frac12h^2N/(1-NI)$. A restricted minimum cannot lie lower, so

$$\frac{M_{\rm full}}h\ge\frac N{1-NI}.$$

Janak's susceptibility is a lower bound to the full LSDA linear response. If $NI>1$, the trial moment already lowers the energy at $h=0$, so the paramagnetic state is unstable. The converse does not follow: a different shape of $m$ may lower the energy although $NI<1$. The threshold itself is reached when $m=X|K|m$ has a solution, that is, when the largest eigenvalue $\lambda$ of $X|K|$ equals one. It is the maximum of a quotient,

$$\lambda=\max_m\frac{\int|K|m^2\,d^3r}{\int m\,X^{-1}m\,d^3r}\ \ge\ \frac{I}{1/N}=NI,$$

where the bound comes from inserting $m=\gamma$. The quotient is stationary at its maximum, so an error in the shape of $m$ enters $\lambda$ at second order.

This gives a way to measure the error. Iterating $m=X(h+|K|m)$ produces a series for $M/h$ with terms $\mu_j=\int(X|K|)^jX1\,d^3r$. The first two are $\mu_0=N$ and, by the symmetry of $X$, $\mu_1=\int(X1)|K|(X1)\,d^3r=N^2I$. Their ratio is $NI$. In terms of $A=X^{1/2}|K|X^{1/2}$, which has the same non-zero eigenvalues $a_s\ge0$ as $X|K|$, one has $\mu_j=\sum_sc_sa_s^j$ with $c_s\ge0$. The Cauchy–Schwarz inequality gives $\mu_j^2\le\mu_{j-1}\mu_{j+1}$, so successive ratios never decrease. They approach the largest eigenvalue whose mode overlaps with a uniform field.

The uniform electron gas is a simple limit. There $\gamma=1/\Omega$ and $K$ is constant, so $I=|K|/\Omega$: at fixed density and cell volume no structure is left to depend on. With $N=\Omega k_F/\pi^2$, $n=k_F^3/(3\pi^2)$ and exchange alone,

$$NI=\frac{k_F}{\pi^2}\cdot\frac13\left(\frac3\pi\right)^{1/3}\frac{(3\pi^2)^{2/3}}{k_F^2}=\frac1{\pi k_F},$$

because $(3/\pi)^{1/3}(9\pi^4)^{1/3}=3\pi$. Exchange favours polarization at low density, as it should.

In a metal with d states at the Fermi level the argument is different. The local density of states is $N\gamma(\mathbf r)$. How many states fall in an energy interval depends on hopping between atoms and on the band shape, and this number is $N$. Normalization removes it from $\gamma$. What remains in $\gamma$ is the form of the orbitals, which inside an atom is set mainly by the atomic potential. The square in $\gamma^2$ favours the region where the d orbital is dense, and there $n$, and hence $K$, is also largely atomic.

To see what the lattice can still change, let a share $q$ of $\gamma$ lie inside the atom, with radial function $R$ normalized there, and write $\gamma=qR^2S/(4\pi)$, where $S$ depends on direction and has angular average $\langle S\rangle=1$. For spherical $K$ the inner contribution is

$$I_{\rm in}=\frac{q^2}{4\pi}\,\langle S^2\rangle\int|K|\,R^4r^2\,dr .$$

The radial integral is atomic if $R$ and $n$ are. The lattice acts through $q$ and $\langle S^2\rangle$, besides its smaller changes of $R$ and $n$.

At a cubic site the angular factor can be found in closed form. Let $x,y,z$ be the components of a unit vector, $t=x^4+y^4+z^4$ and $u=t-\frac35$, which averages to zero. The sum of the pair products $x^2y^2+y^2z^2+z^2x^2$ is $(1-t)/2$. Averaging the squared, normalized orbitals within each set gives

$$S_e=\frac12\left[\frac54(3z^2-1)^2+\frac{15}4(x^2-y^2)^2\right]=\frac{15t-5}4=1+\frac{15}4u,$$

$$S_t=5(x^2y^2+y^2z^2+z^2x^2)=\frac{5(1-t)}2=1-\frac52u .$$

For an $e_g$ fraction $p$, $S=pS_e+(1-p)S_t=1+\frac52\left(\frac52p-1\right)u$. The sphere averages $\langle x^8\rangle=\frac19$ and $\langle x^4y^4\rangle=\frac1{105}$ give $\langle t^2\rangle=\frac39+\frac6{105}=\frac{41}{105}$, and so $\langle u^2\rangle=\frac{41}{105}-\frac9{25}=\frac{16}{525}$. Therefore

$$\langle S^2\rangle=1+\frac4{21}\left(\frac52p-1\right)^2 .$$

A full d shell has $p=\frac25$, where the factor is smallest. Moving to $p=0.2$ or $0.6$ raises it by only 4.8 %, since the deviation enters squared. Pure $t_{2g}$ character raises it by 19 % and pure $e_g$ character by 43 %, so a change from mixed to nearly pure character between structures alters the inner contribution appreciably. Near independence needs a similar value of $\left(\frac52p-1\right)^2$ in the structures compared, which mixed character near $p=\frac25$ provides.

A model calculation shows the sizes. Identical Gaussian wells, $-V_0e^{-r^2/2w^2}$ with $V_0=250$ eV and $w=0.55$ Å, are placed on simple cubic (sc), bcc and fcc lattices, with 15 Å$^3$ per atom. Eight electrons fill the 1s and 1p shells; 4, 6 or 8 more enter the bands derived from the 2s and 1d levels. The summed wells are taken as the Kohn–Sham potential of the paramagnetic state, whatever external potential that requires. The comparison thus isolates geometry and leaves out the readjustment of the atomic potential from one structure to another. The 2s level lies 10 eV below 1d, so the Fermi-level states are almost purely d (the s share within 1 Å of the atom is about 1 % or less); the broad s–p band that mixes with the d bands in real transition metals is absent from the model. Occupations are thermal with $kT=0.30$ eV, for which the derivation holds with $E$ read as a free energy. The results, as $N$ in eV$^{-1}$ per atom / $I$ in eV, are:

| Valence electrons | sc | bcc | fcc |
|---|---|---|---|
| 4 | 1.35 / 0.455 | 2.73 / 0.462 | 3.21 / 0.460 |
| 6 | 2.11 / 0.437 | 2.89 / 0.418 | 3.58 / 0.413 |
| 8 | 2.83 / 0.398 | 3.71 / 0.404 | 3.33 / 0.385 |

The difference between the largest and smallest value, relative to the mean of the three structures and averaged over the fillings, is 52 % for $N$ and 4 % for $I$. These figures depend on the smearing: with $kT=0.10$–$0.15$ eV on denser meshes they become about 70–80 % and 4–5 %, and the spread of $I$ at eight electrons reaches about 8 %. With four valence electrons $NI$ is $1.35\times0.455=0.61$ in sc, but $2.73\times0.462=1.26$ in bcc and $3.21\times0.460=1.48$ in fcc. The structure decides whether Janak's criterion is met, and it does so through $N$.

The sphere of radius 1 Å around each atom fills 28 % of the volume. It holds 79–85 % of $\gamma$ and supplies 85–92 % of $I$, as the argument requires. The same integral for one isolated well, with all valence electrons placed in its 1d orbital, gives 0.471, 0.416 and 0.376 eV for the three fillings. This is a reference integral, not the ground state of the well, whose 2s level lies below 1d. The crystal values stay within about 8 % of it. In the isolated well $\gamma$ is the same for all fillings, so the fall of $I$ there comes entirely from the smaller $|K|$ at higher density. In the crystals $I$ also falls with filling, although there $\gamma$ changes as well. Going from 4 to 8 valence electrons lowers it by roughly 10–16 % of the four-electron value (the sc figure depends on the $k$ mesh), more than the 2–6 % spread between structures at fixed filling. With the sharper Fermi edge of $kT=0.10$–$0.15$ eV the margin narrows: the fall is 8–16 % and the spread reaches about 8 %.

For fcc with six valence electrons, $NI=3.576\times0.4126\approx1.48$ (1.476 with unrounded factors), so the paramagnetic state is unstable. Here $I=0.413$ eV, or 0.0152 hartree, and the per-spin convention gives $2I=0.825$ eV. For this case a larger basis with a denser mesh changes $I$ by 0.4 % and $N$ by 2 %. For sc and bcc, raising the plane-wave cutoff from 360 to 500 eV lowers $I$ by 0.2–0.5 % and changes $N$ by up to 3.5 %, so the last digit in the table is not converged. The sc entries of the table are more sensitive to the $k$ mesh: a denser one moves them by up to about 7 % in $N$ and 2.5 % in $I$, while the average spreads stay near 52 % and 4 %. In the numerical check, finite-field calculations that do not use Janak's integral reproduce $NI$, and the successive moment ratios rise from 1.476 to 1.486. Taking the last as the estimate of $\lambda$, Janak's value is 0.7 % too low in this case. The enhanced susceptibility of this state has no physical meaning, but the bound can be examined with $|K|$ scaled to half its critical strength: $M/(Nh)$ is then 1.986 from Janak's formula and 1.993 from the full response.

The model, with its purely d Fermi-level states of mixed $e_g$ and $t_{2g}$ character, suggests that carrying $I$ from one structure to another is reasonable when $NI$ is well away from one. Near the threshold it is not. For sc with six electrons, the fcc value of $I$ would give $2.113\times0.413=0.87$ instead of $2.113\times0.437=0.92$, an error of about 6 % relative to the product with the sc value of $I$ (3–4 % on denser $k$ meshes). The transfer also loses its basis when the filling or the orbital character at the Fermi level changes appreciably. For fcc in this model, the atomic volume affects $I$ less than the filling does: with the wells held fixed, $I$ varies by at most about 4 % between 12 and 18 Å$^3$ per atom, while $N$ grows by a factor of about 1.8 to 3. Fixed wells leave out the readjustment of the atomic potential, so this does not settle the volume dependence in a real metal. If a cell holds $\nu$ equivalent atoms, each carries $\gamma/\nu$, so the integral over the cell becomes $I/\nu$ while the density of states per cell becomes $\nu N$; the cell value of $I$ must therefore be multiplied by $\nu$ before it is compared with that of a one-atom cell. Finally, the criterion concerns small moments with the period of the lattice. It does not exclude antiferromagnetic order, or a state of large moment separated from the paramagnetic one by an energy barrier.

## Computed results

```
atomic volume 15.0 angstrom^3
well depth 250 eV, width 0.55 angstrom
kT 0.30 eV, cutoff 360 eV, mesh 8^3
isolated well levels in eV: 1s -143.21, 2s -38.33, 1p -81.27, 1d -28.35
isolated well, 4 d electrons: I 0.4709 eV
isolated well, 6 d electrons: I 0.4159 eV
isolated well, 8 d electrons: I 0.3759 eV
q1, p1: shares of gamma and of I within 1 angstrom of the atom
sc  4 valence el.: N 1.350 /eV, I 0.4550 eV, q1 0.787, p1 0.849
sc  6 valence el.: N 2.113 /eV, I 0.4372 eV, q1 0.817, p1 0.894
sc  8 valence el.: N 2.825 /eV, I 0.3981 eV, q1 0.837, p1 0.915
bcc 4 valence el.: N 2.732 /eV, I 0.4624 eV, q1 0.804, p1 0.871
bcc 6 valence el.: N 2.889 /eV, I 0.4179 eV, q1 0.824, p1 0.900
bcc 8 valence el.: N 3.710 /eV, I 0.4035 eV, q1 0.848, p1 0.924
fcc 4 valence el.: N 3.212 /eV, I 0.4601 eV, q1 0.811, p1 0.880
fcc 6 valence el.: N 3.576 /eV, I 0.4126 eV, q1 0.824, p1 0.899
fcc 8 valence el.: N 3.325 /eV, I 0.3849 eV, q1 0.845, p1 0.921
4 valence el.: spread (max-min)/mean of N 76.6 %, of I 1.6 %
6 valence el.: spread (max-min)/mean of N 51.2 %, of I 5.8 %
8 valence el.: spread (max-min)/mean of N 26.9 %, of I 4.7 %
mean spread of N 51.6 %, of I 4.0 %
fcc, 6 valence electrons, full LSDA response:
N*I from Janak's integral 1.47574
N*I from finite field 1.47574
successive moment ratios 1.47574 1.48509 1.48577 1.48592
largest eigenvalue, estimate 1.48592
Janak below it by 0.69 %
charge change on doubling the field: factor 4.000
half critical kernel: M/(N h) Janak 1.9864, full 1.9928
actual kernel: the paramagnetic state is unstable
I 0.4126 eV = 0.015165 hartree
per-spin convention: 2I 0.8253 eV
fcc, cutoff 500 eV, mesh 10^3: N 3.653 /eV, I 0.4110 eV
angular factor at e_g fraction: 0.0: 1.1905, 0.2: 1.0476, 0.4: 1.0000, 0.6: 1.0476, 1.0: 1.4286
```
